# Reactive Compensation of a Chireix Outphasing Combiner at Two Angles

## Problem

An outphasing transmitter keeps the amplitudes of two amplifiers fixed and controls its output power through the phase between them. Represent the amplifiers at the fundamental frequency by two ideal voltage sources,

$$V_1=Ve^{j\theta},\qquad V_2=Ve^{-j\theta},\qquad 0\le\theta<90^\circ .$$

These are peak phasors with time factor $e^{j\omega t}$, and $V$ is real and positive. The outphasing angle $\theta$ is half the phase difference between the sources. Each source feeds one end of a lossless quarter-wave line of characteristic impedance $Z_0$. The far ends of both lines are joined at a resistor $R$ to ground.

(a) Find the admittance that each source sees, and the power in the load.

(b) A susceptance $B_1$ is connected from source 1 to ground, and $B_2$ from source 2 to ground. Choose them so that both sources see pure conductances at a given angle $\theta_c$, with $0<\theta_c<45^\circ$. Find every other angle between 0 and $90^\circ$ at which the same shunts do this.

(c) Find the lowest power factor between the cancellation angles, and describe what happens outside them.

(d) Evaluate the design for $V=25$ V, $R=25\ \Omega$, $Z_0=30\ \Omega$, $\theta_c=20^\circ$ and a frequency of 2.0 GHz. Take as the setting two gallium nitride transistors on a 28 V supply, and estimate the main effects that the ideal circuit omits.

## Solution

### (a) Branch admittances and output power

Let $x$ be the distance from the load end of a line towards its source, and let currents be positive when they flow towards the load. The voltage is the sum of a wave travelling to the load and one travelling back:

$$V(x)=ae^{j\beta x}+be^{-j\beta x},\qquad Z_0I(x)=ae^{j\beta x}-be^{-j\beta x}.$$

At the load end, $V_{\rm out}=a+b$ and $Z_0I_{\rm out}=a-b$. A quarter-wave line has $\beta x=\pi/2$ at its source end, where $e^{\pm j\beta x}=\pm j$. Hence

$$V_{\rm in}=j(a-b)=jZ_0I_{\rm out},\qquad
I_{\rm in}=\frac{j(a+b)}{Z_0}=\frac{jV_{\rm out}}{Z_0}. \tag{1}$$

The first relation fixes the current delivered by line $k$ to the load:

$$I_{{\rm out},k}=\frac{V_k}{jZ_0}=-\frac{jV_k}{Z_0}.$$

This current does not depend on the load voltage. The line turns a voltage source into a current source, so the two contributions can be added at the common node. Since $e^{j\theta}+e^{-j\theta}=2\cos\theta$,

$$V_L=R(I_{{\rm out},1}+I_{{\rm out},2})
=-\frac{jR}{Z_0}(V_1+V_2)
=-\frac{2jRV}{Z_0}\cos\theta. \tag{2}$$

Both lines end at the same voltage $V_L$. By the second relation in (1), both therefore draw the same input current:

$$I_1=I_2=\frac{jV_L}{Z_0}=\frac{2RV}{Z_0^2}\cos\theta
=2gV\cos\theta,\qquad g\equiv\frac{R}{Z_0^2}. \tag{3}$$

Since $j\cdot(-j)=1$, the current is real. Its phase lies midway between those of the sources. Dividing by $V_1=Ve^{j\theta}$ gives

$$Y_1=2g\cos\theta\,e^{-j\theta}
=2g\cos^2\theta-2jg\sin\theta\cos\theta .$$

With $2\cos^2\theta=1+\cos2\theta$ and $2\sin\theta\cos\theta=\sin2\theta$,

$$Y_1=g(1+\cos2\theta-j\sin2\theta),\qquad
Y_2=g(1+\cos2\theta+j\sin2\theta). \tag{4}$$

The second result follows from division by $V_2=Ve^{-j\theta}$. For $0<\theta<90^\circ$ the leading source sees an inductive branch, because its current lags its voltage. The lagging source sees a capacitive branch. These reactive parts arise from the interaction of the sources through a resistive load.

The power leaving one source is $\tfrac12V^2\,{\rm Re}\,Y_k=gV^2\cos^2\theta$. The two together supply

$$P=2gV^2\cos^2\theta. \tag{5}$$

The load gives the same result: $|V_L|^2/(2R)=4R^2V^2\cos^2\theta/(2RZ_0^2)=2gV^2\cos^2\theta$. Output is greatest at $\theta=0$, and tends to zero as $\theta\to90^\circ$.

Define the power factor of a branch as ${\rm Re}\,Y/|Y|$. From (4), without shunts it is

$$\frac{2g\cos^2\theta}{2g\cos\theta}=\cos\theta .$$

Thus the bare combiner reduces its output at the price of a growing reactive share of the source current.

The assumption of voltage sources is essential here. Equation (1) forces equal input currents on the two lines. Two ideal current sources with unequal phasors, connected without shunts, would contradict that condition and have no steady solution.

### (b) The compensating susceptances

The source voltages are fixed, so adding shunts leaves the line currents, the load voltage and the load power unchanged. Each shunt adds its own susceptance to the branch:

$$Y_1'=Y_1+jB_1,\qquad Y_2'=Y_2+jB_2.$$

The imaginary parts must vanish at $\theta_c$:

$$B_1-g\sin2\theta_c=0,\qquad B_2+g\sin2\theta_c=0.$$

Therefore

$$B_1=+B,\qquad B_2=-B,\qquad B=g\sin2\theta_c. \tag{6}$$

The leading source needs a capacitor and the lagging source an inductor:

$$C=\frac{B}{\omega},\qquad L=\frac1{\omega B}.$$

At any other angle, the remaining susceptances are

$$B_1'=g(\sin2\theta_c-\sin2\theta),\qquad B_2'=-B_1'. \tag{7}$$

Both vanish when $\sin2\theta=\sin2\theta_c$. For $0<2\theta<180^\circ$ this has the two solutions $2\theta=2\theta_c$ and $2\theta=180^\circ-2\theta_c$, so

$$\theta=\theta_c\qquad\hbox{or}\qquad\theta=90^\circ-\theta_c. \tag{8}$$

There is no third angle in this range. The corresponding powers, relative to the peak, are $\cos^2\theta_c$ and $\sin^2\theta_c$. The second expression lets a designer choose $\theta_c$ from the reduced power level at which cancellation is wanted.

Equation (6) also limits the shunt. Since $\sin2\theta\le1$, a value $B>g$ cannot be cancelled at any angle. At $B=g$ the two solutions merge at $45^\circ$.

### (c) Power factor between and outside the two angles

Write $s=\sin2\theta_c$, so that $0<s<1$. The ratio of inductive susceptance to conductance in branch 1 is

$$q=\frac{-B_1'}{{\rm Re}\,Y_1'}
=\frac{\sin2\theta-s}{1+\cos2\theta}. \tag{9}$$

In branch 2 the ratio has the opposite sign, so both branches have the same power factor $1/\sqrt{1+q^2}$.

Put $u=\tan\theta$. Then $\sin2\theta=2u/(1+u^2)$ and $1+\cos2\theta=2/(1+u^2)$, which give

$$q=\frac{1+u^2}{2}\left(\frac{2u}{1+u^2}-s\right)
=u-\frac{s}{2}(1+u^2). \tag{10}$$

This is a downward parabola in $u$. Its derivative $1-su$ vanishes at $u=1/s$. To see that this point lies between the cancellation angles, let $t=\tan\theta_c$. Since $s=2t/(1+t^2)$,

$$\frac1s=\frac12\left(t+\frac1t\right)
=\frac12(\tan\theta_c+\cot\theta_c).$$

It is the mean of the two values of $u$ at which $q=0$. Between those zeros $q$ is positive, and its maximum is

$$q_{\max}=\frac1s-\frac s2-\frac1{2s}=\frac{1-s^2}{2s}.$$

Now

$$1+q_{\max}^2=\frac{4s^2+(1-s^2)^2}{4s^2}
=\frac{(1+s^2)^2}{4s^2},$$

and the lowest power factor between the cancellation angles is

$$F_{\min}=\frac{2s}{1+s^2},\qquad \tan\theta_{\min}=\frac1s. \tag{11}$$

The trade in the design is visible here. A smaller $\theta_c$ separates the two power levels further, but reduces $s$ and deepens the dip between them. For $\theta_c\to0$, $F_{\min}\to2s\to0$. For $\theta_c\to45^\circ$, the dip disappears because the two angles merge.

If a lowest acceptable value $F$ is prescribed, (11) becomes $Fs^2-2s+F=0$. The root that is less than one is

$$s=\frac{1-\sqrt{1-F^2}}{F}.$$

It gives the smallest $s$, and hence the widest separation of the two angles, that meets the requirement.

Below $\theta_c$, $q$ is negative and rises steadily from $-s/2$ at $\theta=0$ to zero. The power factor there is at least $1/\sqrt{1+s^2/4}$. Above $90^\circ-\theta_c$, $q$ falls without limit as $u\to\infty$. The power factor then tends to zero: the conductance vanishes while the shunts continue to draw reactive current.

The shunts do not help at every angle. They reduce the magnitude of the reactive current when $|\sin2\theta-s|<\sin2\theta$, which is equivalent to $\sin2\theta>s/2$. Near zero angle and near $90^\circ$ this condition fails.

### (d) Numerical design

The conductance scale is

$$g=\frac{25}{30^2}\ {\rm S}=27.78\ {\rm mS}.$$

For $\theta_c=20^\circ$, $s=\sin40^\circ=0.6428$, and the second angle is $70^\circ$. Equation (6) gives

$$B=27.78\times0.6428\ {\rm mS}=17.86\ {\rm mS}.$$

At 2.0 GHz, the ideal shunts are $C=1.42$ pF at the leading source and $L=4.46$ nH at the lagging source. Peak output is

$$P(0)=2(0.02778)(25)^2\ {\rm W}=34.7\ {\rm W}.$$

The following values show the effect of compensation at fixed source voltage.

| $\theta$ | Output (W) | Bare power factor | With shunts |
|---:|---:|---:|---:|
| 0° | 34.7 | 1.000 | 0.952 |
| 20° | 30.7 | 0.940 | 1.000 |
| 45° | 17.4 | 0.707 | 0.942 |
| 57.27° | 10.2 | 0.541 | 0.910 |
| 70° | 4.06 | 0.342 | 1.000 |
| 80° | 1.05 | 0.174 | 0.197 |

The cancellation angles correspond to outputs 0.54 dB and 9.32 dB below peak. Between them the power factor stays at or above

$$\frac{2(0.6428)}{1+(0.6428)^2}=0.910.$$

At $80^\circ$ the improvement is slight. The bare susceptance has magnitude 9.50 mS, hardly more than $B/2=8.93$ mS, the limit below which the shunts do harm.

At $70^\circ$ the source current amplitude falls from 0.475 A to 0.162 A, while the load still receives 4.06 W. To connect this with efficiency, suppose that the direct supply current of an amplifier is $k$ times its fundamental current amplitude $|I|$, with $k$ fixed. For supply voltage $V_{DD}$ and power factor $F_p$, its efficiency is

$$\eta=\frac{\tfrac12V|I|F_p}{kV_{DD}|I|}=\frac{V}{2kV_{DD}}F_p.$$

Under that condition, efficiency is proportional to power factor. A half-sine (class B) current has the fixed value $k=2/\pi$. If $k$ changes with the load, the proportionality fails. An ideal half-bridge switch, for example, has $k=F_p/\pi$, so its efficiency does not depend on power factor; there the reactive current costs power only through losses such as on-resistance.

The signs of the shunts matter. Interchanging them doubles the reactive part at $70^\circ$ instead of cancelling it, and the power factor becomes 0.179, lower than the bare value.

As a separate test of (4), each line was replaced by 200 small inductor–capacitor sections and Kirchhoff's equations were solved. At eight angles from 0 to $85^\circ$, the largest difference in branch admittance was $1.6\times10^{-5}$ of $2g$. With the shunts added, the same network gave cancellation in branch 2 at $20.001^\circ$ and $70.000^\circ$. The small differences come from dividing the line into finite sections.

### Transistors in place of ideal sources

The example has roughly the supply voltage and power of a small gallium nitride base-station amplifier. A transistor approximates a voltage source only when it is driven so that its fundamental drain voltage stays nearly fixed as the load changes; the estimates below assume this. The device values are rough assumptions, not data for a particular transistor. If the external load is 50 Ω, an impedance transformer is needed to present 25 Ω to the combiner. The assumption with the largest effect in these estimates is the absence of drain capacitance: if 2 pF at each drain is ignored in the design, the power factor at $70^\circ$ falls from 1 to 0.250.

**Drain capacitance.** At 2.0 GHz, 2 pF contributes 25.13 mS, which exceeds $B$. The total shunt susceptances must still be $+B$ and $-B$. The added inductors must therefore contribute magnitudes

$$25.13-17.86=7.27\ {\rm mS},\qquad
25.13+17.86=42.99\ {\rm mS}$$

at branches 1 and 2. Calculated from the unrounded susceptances, their values are 10.93 nH and 1.85 nH. Here both branches need an inductor; the net shunt at branch 1 remains capacitive. This treatment takes the capacitance as constant, whereas that of a transistor varies with drain voltage. An uncompensated error of 0.5 pF already lowers the power factor at $70^\circ$ to 0.72.

**Frequency.** With these inductors and the drain capacitances held fixed, a 5% frequency shift has little effect at $20^\circ$: to three decimals, the power factors are 0.999 or 1.000. At $70^\circ$ they become 0.938 and 0.599 for branches 1 and 2 at 1.90 GHz, and 0.754 and 0.873 at 2.10 GHz. The low-power angle is more sensitive to a given susceptance error because its conductance at the design frequency is 6.50 mS, against 49.06 mS at $20^\circ$. Off frequency the two conductances also become unequal: at $70^\circ$ they are 4.11 and 8.75 mS, and the branch with the smaller one has the lower power factor. The calculation changes the electrical lengths of the lines and the shunt susceptances together, so it does not separate their contributions.

**Inductor loss.** For a quality factor of 50, represent each inductor's loss by a parallel conductance equal to its susceptance magnitude divided by 50. At fixed drain voltage the two inductors dissipate

$$\frac12(25)^2\frac{0.00727+0.04299}{50}\ {\rm W}=0.314\ {\rm W}.$$

This is 1.0% of the output at $20^\circ$, but 7.7% at $70^\circ$. The loss stays constant while the output falls.

**On-resistance and temperature.** Place a resistance in series with each 25 V source, keeping the net shunts at $\pm B$. For 0.6 Ω, the output at $\theta=0$ falls to 0.936 of its ideal value; for 1.1 Ω, representing a hot device, it falls to 0.887. At $70^\circ$ the corresponding ratios are 0.992 and 0.986. At a cancellation angle both compensated branches present the same pure conductance $G$, so a series resistance $r$ multiplies both drain voltages by $1/(1+rG)$ and the output by $1/(1+rG)^2$. With $G=6.50$ mS this factor is close to one. This linear resistance estimates the loss at the fundamental; it does not describe the transistor's full switching or saturation behaviour. The 25 V amplitude also leaves only 3 V below the supply. With a half-sine current the peak at $\theta=0$ is 2.9 A, which drops 3.2 V across 1.1 Ω, so a hot device may not sustain that amplitude at full output.

**Breakdown.** A sinusoid of amplitude 25 V about the 28 V supply reaches 53 V. Harmonics can raise the peak. A half-sine voltage has mean equal to its peak divided by $\pi$, so a mean of 28 V implies a peak of 88 V. Its fundamental amplitude is half the peak, or 44 V, so it is a severe comparison case and not the waveform of this design. It is not the worst case: an ideal class-E waveform on the same supply peaks near 100 V. All three peaks lie below the assumed rough breakdown voltage of 120 V. Load mismatch could change that margin and has not been included.

## Computed results

```
source amplitude 25 V, supply 28 V, frequency 2.0 GHz
load R = 25 ohm, line Z0 = 30 ohm
g = R/Z0^2 = 27.78 mS, branch conductance at 0 deg = 55.56 mS
cancellation angles 20 and 70 deg, s = sin(2 tc) = 0.6428
angles found from ladder network: 20.001 and 70.000 deg
largest ladder-formula difference / 2g = 1.6e-05
shunt susceptance B = 17.86 mS
ideal shunts: C = 1.42 pF, L = 4.46 nH
peak output power = 34.72 W
Branch 1: angle deg, G mS, B bare mS, B net mS, PF bare, PF net
   0.00   55.55   -0.00   17.85  1.000  0.952
  20.00   49.06  -17.86    0.00  0.940  1.000
  45.00   27.78  -27.78   -9.92  0.707  0.942
  57.27   16.24  -25.27   -7.41  0.541  0.910
  70.00    6.50  -17.85    0.00  0.342  1.000
  80.00    1.68   -9.50    8.35  0.174  0.197
Output: angle deg, power W, level relative to peak dB
   0.00   34.72   -0.00
  20.00   30.66   -0.54
  45.00   17.36   -3.01
  57.27   10.15   -5.34
  70.00    4.06   -9.32
  80.00    1.05  -15.21
lowest PF between the angles = 0.9097 at 57.27 deg
source current at 70 deg: bare 0.475 A, compensated 0.162 A
PF at 70 deg with the shunts interchanged = 0.179
drain capacitance 2.0 pF (rough): susceptance 25.13 mS
PF at 70 deg if it is ignored: branch 1 0.250, branch 2 0.250
absorbing inductors: branch 1 10.93 nH, branch 2 1.85 nH
PF with absorbed capacitance: frequency GHz, angle deg, branch 1, branch 2
  1.90   20  0.999  1.000
  1.90   70  0.938  0.599
  2.10   20  0.999  1.000
  2.10   70  0.754  0.873
inductor loss at Q = 50 (rough): 0.314 W
  relative to output at 20 deg: 1.02 %
  relative to output at 70 deg: 7.73 %
On-resistance (rough): ohm, angle deg, output / ideal, share lost in it %
  0.6    0   0.936    3.57
  0.6   70   0.992    0.39
  1.1    0   0.887    6.38
  1.1   70   0.986    0.71
peak drain voltage: sinusoid 53 V, half-sine 88.0 V
rough breakdown voltage 120 V
```
